# Zero In-Plane Stress and Stationary Energy on the Epitaxial Bain Path, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The slope of the relaxed energy

### A special case: a film that obeys Hooke's law

Take a stress-free crystal with a fourfold axis along the film normal. Stretch it by the same small strain $\varepsilon$ in both in-plane directions, and by $\eta$ along the normal. With the usual elastic constants $C_{ij}$, and with axis 3 along the normal, the elastic energy per unit volume is

$$w=\tfrac12\left(C_{11}\varepsilon^2+C_{11}\varepsilon^2+2C_{12}\varepsilon^2+4C_{13}\varepsilon\eta+C_{33}\eta^2\right).$$

The factor 4 arises because each of the two in-plane strains couples to $\eta$, and each coupling occurs twice in the quadratic form. Collecting terms gives

$$w(\varepsilon,\eta)=(C_{11}+C_{12})\varepsilon^2+2C_{13}\varepsilon\eta+\tfrac12C_{33}\eta^2. \tag{1}$$

Hooke's law gives the in-plane stress $\sigma_\parallel$ and the normal stress $\sigma_{33}$, with tension positive:

$$\sigma_\parallel=(C_{11}+C_{12})\varepsilon+C_{13}\eta,\qquad \sigma_{33}=2C_{13}\varepsilon+C_{33}\eta. \tag{2}$$

A substrate fixes $\varepsilon$, while the upper surface is free. The film therefore chooses the $\eta$ that minimizes $w$. Since $\partial w/\partial\eta=2C_{13}\varepsilon+C_{33}\eta=\sigma_{33}$, this choice makes the normal stress zero:

$$\eta=-\frac{2C_{13}}{C_{33}}\,\varepsilon.$$

Insert this into the energy. The second term of (1) becomes $-4C_{13}^2\varepsilon^2/C_{33}$ and the third becomes $+2C_{13}^2\varepsilon^2/C_{33}$, so that

$$w_{\rm relaxed}=M\varepsilon^2,\qquad M=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}.$$

Insert it also into the in-plane stress. The result is $\sigma_\parallel=M\varepsilon$. Hence

$$\frac{dw_{\rm relaxed}}{d\varepsilon}=2M\varepsilon=2\sigma_\parallel .$$

The slope of the relaxed energy is the in-plane stress, multiplied by 2 because two directions are stretched. For $M\neq0$ both vanish at $\varepsilon=0$ and nowhere else.

This calculation has one stress-free state and rests on a quadratic energy. A tetragonal crystal strained by ten or twenty per cent can pass through several stress-free states, and its energy is then far from quadratic. The link between slope and stress survives, because it does not depend on Hooke's law.

### Setting and assumptions

A tetragonal crystal has a square in-plane cell of edge $a$ and a normal edge $c$. An epitaxial Bain path is the sequence of states obtained when $a$ is prescribed and $c$ relaxes. It describes the interior of a coherent film on a substrate with a square surface cell. The energies of the surface and of the interface are left out. A real film stays coherent only up to a critical thickness, which shrinks as the misfit grows, and in a very thin film these energies need not be negligible.

For definiteness the cell is body-centred and contains two atoms. The volume per atom is then

$$\Omega=\frac{a^2c}{2}. \tag{3}$$

Another number of atoms per cell would change a positive constant factor below and nothing else.

Let $E(a,c)$ be the static energy per atom, with the nuclei at rest and the electrons in their ground state. The assumptions are as follows.

**A1.** $E$ is twice continuously differentiable in the region considered.

**A2.** Each state keeps a fourfold axis along the normal. This applies to the atomic positions and to any magnetic order.

**A3.** If the cell has internal coordinates, they are relaxed at each $a$ and $c$.

**A4.** No external load acts along the normal.

**A5.** At one state $(a_0,c_0)$ the normal edge is relaxed and stable, which means that $E_c=0$ and $E_{cc}>0$. Subscripts $a$ and $c$ on $E$ denote partial derivatives.

The Cauchy stress $\sigma_{ij}$ is defined by the energy change when a small homogeneous strain $d\varepsilon_{ij}$ is applied to the current state, whatever strain that state already carries:

$$dE=\Omega\sum_{ij}\sigma_{ij}\,d\varepsilon_{ij}. \tag{4}$$

The increments refer to the present lengths, so $d\varepsilon_{33}=dc/c$ with the current $c$. This convention is what makes the results valid at finite strain.

### Lemma 1: the form of the stress

*Under A2, $\sigma_{11}=\sigma_{22}\equiv\sigma_\parallel$, and $\sigma_{12}=\sigma_{13}=\sigma_{23}=0$.*

**Proof.** Rotate the crystal by a quarter turn about axis 3. The crystal is unchanged, so its stress tensor must be unchanged. The rotation takes axis 1 into axis 2, and axis 2 into the negative of axis 1. Comparing components before and after gives

$$\sigma_{11}=\sigma_{22},\qquad \sigma_{12}=-\sigma_{21},\qquad \sigma_{13}=-\sigma_{23},\qquad \sigma_{23}=\sigma_{13}.$$

The stress tensor is symmetric, so $\sigma_{12}=-\sigma_{21}=-\sigma_{12}$, which forces $\sigma_{12}=0$. The last two relations together give $\sigma_{13}=-\sigma_{13}$. Hence $\sigma_{13}=0$ and $\sigma_{23}=0$. $\square$

Two numbers, $\sigma_\parallel$ and $\sigma_{33}$, therefore specify the whole stress. If the fourfold axis is lost, $\sigma_{11}$ and $\sigma_{22}$ may differ. A single derivative with respect to $a$ then measures their sum and cannot show that each is zero.

### Lemma 2: the two partial derivatives

*Under A2,*

$$E_a=ac\,\sigma_\parallel,\qquad E_c=\frac{a^2}{2}\,\sigma_{33}. \tag{5}$$

**Proof.** Change $a$ by $da$ at fixed $c$. Both in-plane edges grow, so $d\varepsilon_{11}=d\varepsilon_{22}=da/a$, and all other strain increments vanish. From (4), Lemma 1 and (3),

$$dE=\Omega(\sigma_{11}+\sigma_{22})\frac{da}{a}=\frac{a^2c}{2}\,\frac{2\sigma_\parallel}{a}\,da=ac\,\sigma_\parallel\,da.$$

Next change $c$ by $dc$ at fixed $a$. The one nonzero increment is $d\varepsilon_{33}=dc/c$, and

$$dE=\Omega\sigma_{33}\frac{dc}{c}=\frac{a^2c}{2}\,\frac{\sigma_{33}}{c}\,dc=\frac{a^2}{2}\,\sigma_{33}\,dc.$$

Dividing by $da$ and $dc$ gives (5). $\square$

The first formula can be read as a balance of work. A side face of the cell has area $ac$ and carries the force $ac\,\sigma_\parallel$. Stretching both in-plane directions by $da$ costs $2ac\,\sigma_\parallel\,da$ per cell, which is $ac\,\sigma_\parallel\,da$ for each of its two atoms.

Because $a^2/2$ is positive, the second formula says that the normal stress vanishes exactly where $E$ is stationary in $c$. Relaxing $c$ therefore removes the normal stress. Conversely, a state with zero normal stress and $E_{cc}>0$ is a local minimum in $c$.

### Lemma 3: internal coordinates drop out

Some crystals have atoms whose positions within the cell are not fixed by symmetry. Let $u_k$ be these positions, measured as fractions of the cell edges, with one atom held fixed to exclude a rigid shift. Let $\tilde E(a,c,u)$ be the energy before they relax.

*Suppose that $\tilde E$ is twice continuously differentiable, that $\partial\tilde E/\partial u_k=0$ at $u=u^*(a,c)$, and that the matrix of second derivatives in $u$ is invertible there. Then $E(a,c)=\tilde E(a,c,u^*(a,c))$ satisfies*

$$E_a=\frac{\partial\tilde E}{\partial a}\bigg|_{c,\,u=u^*},\qquad E_c=\frac{\partial\tilde E}{\partial c}\bigg|_{a,\,u=u^*}. \tag{6}$$

**Proof.** The invertible matrix allows the implicit function theorem to be applied to the equations $\partial\tilde E/\partial u_k=0$. It shows that $u^*$ is continuously differentiable. The chain rule then gives

$$E_a=\frac{\partial\tilde E}{\partial a}+\sum_k\frac{\partial\tilde E}{\partial u_k}\,\frac{\partial u_k^*}{\partial a}.$$

Each term of the sum contains a factor $\partial\tilde E/\partial u_k$, which is zero. The derivative with respect to $c$ is treated in the same way. $\square$

The right-hand sides of (6) are continuously differentiable, so $E$ is twice continuously differentiable, as A1 requires. The stress of the relaxed crystal can thus be computed at frozen fractional coordinates, provided that the forces on the atoms have first been removed.

### Lemma 4: the relaxed branch

*Under A1 and A5 there is an interval around $a_0$ on which a unique continuously differentiable function $c_*(a)$ passes through $c_0$, stays near it, and satisfies $E_c(a,c_*(a))=0$. Its slope is*

$$c_*'(a)=-\frac{E_{ac}}{E_{cc}}. \tag{7}$$

**Proof.** The function $E_c(a,c)$ is continuously differentiable, vanishes at $(a_0,c_0)$, and has the nonzero derivative $E_{cc}$ with respect to $c$ there. The implicit function theorem gives the branch. Differentiating $E_c(a,c_*(a))=0$ with respect to $a$ gives $E_{ca}+E_{cc}c_*'=0$. Mixed derivatives may be exchanged by A1, and (7) follows. $\square$

The same argument continues the branch a little further from any of its states at which $E_{cc}>0$. In general its slope is not zero, since a film stretched in its plane usually becomes thinner.

### Theorem

*Assume A1 to A5, and define the path energy $F(a)=E(a,c_*(a))$ on an interval where $E_{cc}>0$. Then, at each $a$ in the interval,*

$$\boxed{F'(a)=a\,c_*(a)\,\sigma_\parallel(a).} \tag{8}$$

*Consequently the following statements are equivalent:*

1. *$F'(a)=0$.*
2. *The in-plane stress is zero.*
3. *The whole stress tensor is zero.*
4. *The point $(a,c_*(a))$ is a stationary point of the surface $E(a,c)$.*

**Proof.** The chain rule gives

$$F'(a)=E_a(a,c_*)+E_c(a,c_*)\,c_*'(a). \tag{9}$$

By the definition of the branch, $E_c(a,c_*)=0$. By Lemma 4, $c_*'(a)$ is finite. The second term is therefore zero, and (5) turns the first into (8).

Since $a>0$ and $c_*>0$, the product in (8) vanishes if and only if $\sigma_\parallel=0$. This proves that 1 and 2 are equivalent.

On the branch $\sigma_{33}=0$ by (5), and the shear components vanish by Lemma 1. When $\sigma_\parallel=0$ as well, nothing is left of the stress tensor. Conversely, a zero tensor has $\sigma_\parallel=0$. Thus 2 and 3 are equivalent.

Finally, $E_c=0$ on the branch, and $E_a=ac_*\sigma_\parallel$. Both derivatives vanish if and only if $\sigma_\parallel=0$, so 2 and 4 are equivalent. $\square$

No power series in the strain has been used, and the result holds at any strain that the branch reaches. The word "stationary" covers maxima and horizontal inflections as well as minima.

Each tetragonal state that is free of stress and has $E_{cc}>0$ also lies on such a path. It satisfies A5, so Lemma 4 supplies a branch through it, and by (8) the path energy is stationary there.

### Why the moving surface does no work

The edge $c$ changes along the path, and yet its change leaves no trace in $F'$. The reason is mechanical. The upper surface moves, but no normal force acts on it, so its motion involves no work. All the work is done by the in-plane forces.

There is also a geometrical reading. By continuity, $E_{cc}>0$ in a neighbourhood of the branch. For fixed $a$, the energy is then a convex function of $c$ in that neighbourhood, with its minimum at $c_*(a)$. Hence

$$E(a,c)\ge F(a)\quad\text{for } c \text{ near } c_*(a). \tag{10}$$

Choose one state $a_1$ on the path and freeze $c$ at $c_1=c_*(a_1)$. The energy $E(a,c_1)$ of the clamped crystal lies on or above $F(a)$ near $a_1$, and the two curves touch at $a_1$. Their difference is differentiable and has a minimum there, so its slope is zero. The clamped and the relaxed curves have a common tangent. Their curvatures generally differ.

### Corollary: a film under pressure

Suppose that a fluid at pressure $p$ acts on the free surface. The normal stress is then $-p$. The function to be minimized over $c$ is the enthalpy $H=E+p\Omega$. From (3), $\partial\Omega/\partial a=ac$ and $\partial\Omega/\partial c=a^2/2$. With (5),

$$H_a=ac\,(\sigma_\parallel+p),\qquad H_c=\frac{a^2}{2}(\sigma_{33}+p).$$

Relaxation sets $H_c=0$, which gives $\sigma_{33}=-p$. Because $\Omega$ is linear in $c$, $H_{cc}=E_{cc}$, and the argument of Lemma 4 applies unchanged. The chain rule now gives

$$\frac{d}{da}H(a,c_*(a))=ac_*\,(\sigma_\parallel+p). \tag{11}$$

The stationary points of the relaxed enthalpy are the states with $\sigma_\parallel=-p$, which are in hydrostatic equilibrium with the fluid. At $p=0$ the theorem is recovered. For $p\ne0$ the enthalpy, and not the energy, is the curve whose stationary points have this meaning.

## Part 2. Curvature, a model metal, and the limits of the result

The following is taken from Part 1. A tetragonal crystal has in-plane edge $a$, normal edge $c$, energy per atom $E(a,c)$ and volume per atom $\Omega=a^2c/2$. Its in-plane and normal stresses are $\sigma_\parallel$ and $\sigma_{33}$, with tension positive, and they obey

$$E_a=ac\,\sigma_\parallel,\qquad E_c=\frac{a^2}{2}\sigma_{33}.$$

On the relaxed branch $c_*(a)$ one has $E_c=0$, $E_{cc}>0$ and $c_*'=-E_{ac}/E_{cc}$. The path energy $F(a)=E(a,c_*(a))$ has the slope $F'=ac_*\sigma_\parallel$. Near the branch, $E(a,c)\ge F(a)$.

### Proposition 1: minima and maxima

*On the branch,*

$$F''=E_{aa}-\frac{E_{ac}^2}{E_{cc}}. \tag{12}$$

*A local minimum of $F$ is a local minimum of $E(a,c)$. A strict local maximum of $F$ is a saddle point of $E(a,c)$.*

**Proof.** On the branch $F'(a)=E_a(a,c_*(a))$. Differentiating once more gives $F''=E_{aa}+E_{ac}c_*'$, and inserting $c_*'$ gives (12).

Let $F$ have a local minimum at $a_1$. For nearby $a$ and $c$, $E(a,c)\ge F(a)\ge F(a_1)$, which makes the point a local minimum of $E$. If $F$ has a strict maximum at $a_1$, the energy falls along the path. It rises when $c$ alone is changed, because $E_{cc}>0$. The point is then a saddle. $\square$

Relaxation lowers the curvature from $E_{aa}$ by the amount $E_{ac}^2/E_{cc}$. A film that may change its thickness is softer than a clamped one, or equally stiff if $E_{ac}=0$.

The surface $E(a,c)$ contains tetragonal states alone. A minimum on it may still be unstable against a shear, or against a distortion with a larger repeat cell. The path energy cannot decide this.

The slope of the relaxed path energy is $ac_*\sigma_\parallel$, so its stationary points are exactly the stress-free states of the path, and its curvature distinguishes minima of $E(a,c)$ from saddle points. It remains to express that curvature through the elastic constants, to test the results on a model metal, and to examine where they cease to apply.
